# Effective volume fraction of 30 nm silica with Debye-length shells

## Question

I have a colloidal silica polishing slurry with 30 nm diameter particles at 10 percent solids, in water containing 1 mM of a monovalent salt. I'm asked for the effective volume fraction when each particle carries an excluded shell one Debye length thick.

I found a Debye length of about 9.6 nm, added it to the diameter, and wrote

$$0.10\times\left(\frac{30+9.6}{30}\right)^3\approx0.23 .$$

I don't trust this. Does the shell add to the diameter once or twice? Is "10 percent solids" already a volume fraction? And does the answer describe anything physical, given that the electric double layer has no sharp edge?

## Answer

The shell adds to the radius, so it adds twice to the diameter. "Percent solids" of a slurry normally means percent by weight, which has to be converted. Your calculation misses both points, and the two errors happen to act in opposite directions.

I take equal, dense, unaggregated spheres at 25 °C, and a salt concentration of 1 mM in the water between them. At first I let the added salt alone set the Debye length.

### From weight to volume

Let $w=0.10$ be the mass fraction of silica. One gram of slurry contains $w$ grams of silica and $1-w$ grams of water. Dividing each mass by its density gives its volume, so the bare volume fraction is

$$\phi=\frac{w/\rho_s}{w/\rho_s+(1-w)/\rho_w}.$$

With a rough typical silica density $\rho_s=2.2$ g/cm³ and water density $\rho_w=0.997$ g/cm³,

$$\phi=\frac{0.04545}{0.04545+0.90271}=0.0479 .$$

Silica is about twice as dense as water, so 10 percent of the weight is a little under 5 percent of the volume.

### The Debye length

Let $\psi$ be the electric potential, zero far from any particle, and $n$ the number density of each ion there. In the mean-field description, the monovalent positive and negative ions have densities $n e^{-e\psi/k_BT}$ and $n e^{+e\psi/k_BT}$. The charge density is their difference times $e$:

$$\rho=en\left(e^{-e\psi/k_BT}-e^{e\psi/k_BT}\right)
=-2en\sinh\frac{e\psi}{k_BT}.$$

Poisson's equation, $\nabla^2\psi=-\rho/\varepsilon$, then gives

$$\nabla^2\psi=\frac{2en}{\varepsilon}\sinh\frac{e\psi}{k_BT}.$$

Where $e|\psi|\ll k_BT$, the hyperbolic sine can be replaced by its argument:

$$\nabla^2\psi=\frac{2e^2n}{\varepsilon k_BT}\psi=\frac{\psi}{\lambda^2},
\qquad
\lambda=\sqrt{\frac{\varepsilon k_BT}{2ne^2}} .$$

To see what $\lambda$ means around a sphere of radius $a$, write $\psi=u/r$. For a spherically symmetric function $\nabla^2\psi=u''/r$, so $u''=u/\lambda^2$. The growing exponential is rejected because $\psi$ must vanish far away. Matching the surface potential $\psi_0$ leaves

$$\psi(r)=\psi_0\frac{a}{r}e^{-(r-a)/\lambda}.$$

Thus $\lambda$ is a decay length, not the position of an edge. One Debye length from the surface, the exponential factor is still $e^{-1}\approx0.37$.

A concentration of 1 mM is 1 mol/m³, so $n=6.022\times10^{23}$ m⁻³. For relative permittivity 78.4, $\varepsilon=6.94\times10^{-10}$ F/m, and at 298.15 K, $k_BT=4.116\times10^{-21}$ J. Therefore

$$\lambda=\sqrt{\frac{(6.94\times10^{-10})(4.116\times10^{-21})}
{2(6.022\times10^{23})(1.602\times10^{-19})^2}}\ \mathrm{m}
=9.61\ \mathrm{nm}.$$

### Adding the shell

Suppose $N$ particles occupy a slurry volume $V$. Their bare volume fraction is

$$\phi=\frac{N}{V}\frac{4\pi a^3}{3}.$$

A shell of thickness $\lambda$ turns each particle into a sphere of radius $a+\lambda$. If the shells may not overlap, their volumes simply add:

$$\phi_{\rm eff}=\frac{N}{V}\frac{4\pi(a+\lambda)^3}{3}.$$

Dividing the second equation by the first removes $N/V$ and $4\pi/3$:

$$\boxed{\phi_{\rm eff}=\phi\left(1+\frac{\lambda}{a}\right)^3}.$$

Here $a=15$ nm, so $\lambda/a=0.641$, and

$$\phi_{\rm eff}=0.0479\times(1.641)^3
=0.0479\times4.418=0.212 .$$

The answer is **about 0.21, or 21 percent by volume**. The effective diameter is $30+2(9.61)=49.2$ nm.

Your bare fraction was too large by a factor $0.10/0.0479=2.09$. Your enlargement factor, 2.30, was too small by a factor $4.418/2.30=1.92$. The errors nearly cancel, which is why 0.23 looks close.

If the problem really means 10 percent **by volume**, the conversion is skipped and $\phi_{\rm eff}=0.10\times4.418=0.442$. The two readings differ by a factor of two, so the basis should be stated with the answer.

### What "excluded" means here

Each particle owns a full shell, so two particle surfaces stay at least $2\lambda=19.2$ nm apart. If "one Debye length" meant the whole gap between two surfaces, each particle would own half of it, and the result would be

$$0.0479\left(1+\frac{9.61}{2\times15}\right)^3=0.110 .$$

The wording "each particle carries" a shell selects the first version.

The no-overlap condition matters because overlapping volume must not be counted twice. I placed 400 spheres at random in a periodic box at this bare fraction and sampled the volume lying inside the shells or cores. When the shells excluded one another, the covered fraction was 0.211, in agreement with the formula within the sampling error. When only the bare cores excluded one another, some shells overlapped and the covered fraction fell to 0.205 in that one sample, uncertain by about 0.001.

There is room for the shells at this loading. The volume per particle is $(4\pi a^3/3)/\phi$, whose cube root is 66.6 nm. Spheres of diameter 49.2 nm therefore fit even on a simple cubic lattice with that spacing.

### Changing the salt, and where the formula fails

Since $n$ is proportional to the salt concentration $c$, $\lambda$ is proportional to $c^{-1/2}$. For these particles at this loading,

$$\phi_{\rm eff}(c)=0.0479\left(1+\frac{0.641}{\sqrt{c/1\,\mathrm{mM}}}\right)^3 .$$

At 10 mM this gives 0.083, and at 100 mM it gives 0.058. Salt removes most of the added volume without changing the amount of silica.

Two limits show how the cube works:

- For a thin shell, $\lambda\ll a$, expansion to first order gives $\phi_{\rm eff}\approx\phi(1+3\lambda/a)$. The added volume is then surface area times thickness. At 1 mM this would give a factor 2.92 instead of 4.418, so the thin-shell form is not good enough here.
- For a thick shell, $\lambda\gg a$, $\phi_{\rm eff}\approx\phi(\lambda/a)^3=(N/V)(4\pi\lambda^3/3)$. At fixed number of particles per volume, the core size no longer matters.

The formula can also return an impossible value. At 0.1 mM it gives 1.33, although a volume fraction of non-overlapping objects can't exceed 1. Equal spheres have a stricter limit, the close-packed fraction $\pi/(3\sqrt2)=0.74$. When the formula exceeds this, the assumed shells cannot all fit.

For 1 mM shells, the limit is reached at $\phi=0.74/4.418=0.168$. Inverting the weight conversion gives

$$w=\frac{\phi\rho_s}{\phi\rho_s+(1-\phi)\rho_w}
=\frac{0.168\times2.2}{0.168\times2.2+0.832\times0.997}\approx0.31 .$$

So one-Debye-length shells calculated from 1 mM salt alone cannot fit around these particles above about 31 percent by weight. In a real slurry this limit lies higher, because the particles' own counterions shorten the screening length.

### The particles bring their own ions

That last effect is already visible at 10 percent solids. Silica in water is usually negatively charged, and the slurry must contain enough positive counterions to balance it. To estimate their number, I assume a zeta potential of magnitude 40 mV, a rough typical value for a well-stabilised silica slurry, and identify it with the surface potential. I use magnitudes for potential and charge below, since the sign does not affect the screening.

Gauss's law at the surface gives $\sigma=-\varepsilon\,d\psi/dr$ at $r=a$. Differentiating the linear solution,

$$\frac{d\psi}{dr}=-\psi\left(\frac1r+\frac1\lambda\right),
\qquad
\sigma=\varepsilon\psi_0\left(\frac1a+\frac1\lambda\right)
=4.74\ \mathrm{mC/m^2}.$$

However, $k_BT/e$ is 25.7 mV, so 40 mV is not a small potential. Solving the equation with the hyperbolic sine numerically around one sphere gives 4.98 mC/m². Multiplied by the area $4\pi a^2$, this is about 88 elementary charges per particle. This is only the charge implied by the assumed 40 mV. In alkaline slurries the dissociated surface groups of silica can carry several times more, and most of the extra counterions then stay close to the surface, so the even-spreading estimate below should not be scaled up to such charges.

There are $\phi/(4\pi a^3/3)=3.39\times10^{21}$ particles per m³ of slurry. The counterions live in the water, which fills a fraction $1-\phi$ of that volume. Their concentration is therefore

$$c_c=\frac{88\times3.39\times10^{21}}
{6.022\times10^{23}\times(1-0.0479)}\ \mathrm{mol/m^3}
\approx0.52\ \mathrm{mM}.$$

This is half the added salt concentration. The water now holds positive ions at $c+c_c$ and negative ions at $c$. For monovalent ions the ionic strength is half the sum of these concentrations:

$$I=\frac{(c+c_c)+c}{2}=c+\frac{c_c}{2}=1.26\ \mathrm{mM}.$$

If the counterions are treated as spread evenly through the water and the surface charge is held fixed,

$$\lambda'=\frac{9.61}{\sqrt{1.26}}\ \mathrm{nm}\approx8.57\ \mathrm{nm},
\qquad
\phi_{\rm eff}'=0.0479\left(1+\frac{8.57}{15}\right)^3=0.186 .$$

Relative to 0.212, the result falls by about 12 percent. This is an estimate of size and somewhat too large, because counterions actually gather near the particles. Solving the full equation in a spherical cell holding one particle's share of the slurry, with the same charge and a mean negative-ion concentration of 1 mM, gives an ionic strength of 1.20 mM at the cell edge, a length of 8.8 nm and $\phi_{\rm eff}'\approx0.19$, a drop of about 10 percent.

### Does the repulsion really stop at one Debye length?

No sharp stop exists, but we can ask what hard sphere would exclude the same volume as the soft repulsion.

Far from a particle, the full solution has the linear form with an effective surface potential $\psi_f$. For the 40 mV surface, the numerical solution gives $\psi_f=39.0$ mV. The same outer field would come from a point charge

$$Q=4\pi\varepsilon a\psi_f e^{a/\lambda},$$

because a screened point charge has potential $Qe^{-r/\lambda}/(4\pi\varepsilon r)$.

When two layers overlap weakly, their potentials can be added. The force can be found from the field on the plane midway between the particles, so replacing each sphere by the point charge with the same outer field leaves that force unchanged. The interaction energy at centre separation $r$ is $Q$ times the potential of the other charge:

$$U(r)=Q\,\psi_f\frac{a}{r}e^{-(r-a)/\lambda}
=4\pi\varepsilon a^2\psi_f^2\frac{e^{-(r-2a)/\lambda}}{r}.$$

At $r=2(a+\lambda)=49.2$ nm, where the assigned shells touch, $U$ is 1.99 $k_BT$. Adding the potentials is an approximation: solving the linearised equation for two spheres gives 1.92 $k_BT$ at fixed surface potential and 2.02 $k_BT$ at fixed surface charge. This is a noticeable cost, but not a wall. For an isolated pair, that separation is suppressed by $e^{-1.99}\approx0.14$ relative to non-interacting particles.

At each separation, the fraction of pair positions lost to repulsion is $1-e^{-U/k_BT}$. Inside the bare contact distance $2a$, all positions are lost. A hard sphere of diameter $d$ loses a volume $4\pi d^3/3$ around its centre. Setting the two lost volumes equal,

$$\frac{4\pi d^3}{3}=\frac{4\pi(2a)^3}{3}
+4\pi\int_{2a}^{\infty}\left(1-e^{-U/k_BT}\right)r^2\,dr,$$

and multiplying by $3/(4\pi)$ gives

$$d^3=(2a)^3+3\int_{2a}^{\infty}\left(1-e^{-U/k_BT}\right)r^2\,dr .$$

This is the hard sphere with the same second virial coefficient. Numerical integration with salt screening alone gives $d=61.7$ nm, which means a shell of 1.65 Debye lengths. The corresponding volume fraction is $0.0479(61.7/30)^3=0.417$. With the counterion-shortened length and $\psi_f$ held at 39.0 mV, the values are 58.5 nm and 0.356. Holding the surface charge fixed instead, as in the previous section, lowers $\psi_f$ to 36.5 mV and gives 57.6 nm and 0.339.

These larger values answer a different question. They depend on the assumed zeta potential and come from isolated pairs, whereas a particle at this loading can feel more than one neighbour at once. They do show that, for a 40 mV surface, one Debye length is a modest shell rather than a generous one. A weaker surface potential lowers $U$ and shrinks the equivalent shell, even though $\lambda$ is unchanged.

Van der Waals attraction hardly matters at the shell-contact distance. Its energy is

$$W=-\frac{A}{\pi^2}\int_1\!\int_2\frac{dV_1\,dV_2}{s^6},$$

where $s$ is the distance between volume elements in the two spheres. With a rough Hamaker constant $A=8$ zJ, integration gives $-0.0055\,k_BT$ there. This says nothing about surfaces close to contact, where the attraction is much stronger.

### Comparison with a working slurry

A particle diameter of 30 nm and 10 percent solids by weight are ordinary values for colloidal silica polishing slurries. One millimolar salt is at the low end: pH adjusters, buffers and other additives can raise the ionic strength well above it. If it reached 100 mM, the same shell rule would give 0.058 instead of 0.212, so the actual ionic strength is the first thing to establish. Hydroxide alone is a minor contribution at pH 9, about 0.01 mM.

At a fixed mean diameter, modest changes in silica density or in the spread of radii matter less. Lowering the silica density to 2.0 g/cm³, at the same weight percent, raises the answer to 0.232. A 10 percent standard deviation in radius, with a Gaussian distribution and the same mean radius and bare volume fraction, lowers it to 0.208. In that case the factor is $\langle(a+\lambda)^3\rangle/\langle a^3\rangle$, with averages over particles. Aggregates would need separate treatment, since their shells overlap and they may trap water.

For the exercise as worded, I would write: **$\phi_{\rm eff}\approx0.21$ for 10 percent by weight, with shells set by 1 mM added salt**. For predicting the behaviour of an actual slurry, I would measure its ionic strength and zeta potential before relying on that number.
